# Runaway and recovery voltages of an Arrhenius resistor with linear cooling

**Question**

I am trying to understand thermal breakdown with the simplest model I can write down. A small body has conductivity proportional to $\exp(-E_a/kT)$ with $E_a=0.2$ eV. It sits in a 300 K bath, loses heat in proportion to its temperature rise, and is connected to a stiff voltage source.

If I raise the voltage slowly, heating lowers the resistance, which increases the heating, and at some voltage the cold state disappears. I expected the body to cool down again once I reduced the voltage to just below that value. But the condition for the turning point is a quadratic in temperature, and its second root is so hot that I was inclined to discard it.

Does the second root mean anything? Where are the two folds, and what is the ratio of the voltage at which the cold state runs away to the voltage at which the hot state recovers? Do I need the resistance and the cooling coefficient to find it?

**Answer**

Keep the second root: it is where the hot state ends when the voltage is lowered. The voltage ratio needs neither the resistance nor the cooling coefficient. Whether a real body survives at that root is a separate matter, taken up below.

**The heat balance**

Let the body have one uniform temperature $T$, bath temperature $T_0$ and heat capacity $C$. Write $\theta=E_a/k$. Its resistance is the inverse of an Arrhenius conductance, so

$$R(T)=R_0\exp\left(\frac{\theta}{T}-\frac{\theta}{T_0}\right),$$

where $R_0$ is the resistance at $T_0$. I take $E_a$, the conductivity prefactor and the cooling coefficient $\Gamma$ to be constant, and neglect resistance outside the body. At voltage $V$,

$$C\frac{dT}{dt}=\frac{V^2}{R(T)}-\Gamma(T-T_0).$$

In a steady state the right side vanishes, which gives

$$V^2=\Gamma R_0(T-T_0)\exp\left(\frac{\theta}{T}-\frac{\theta}{T_0}\right).$$

This is the voltage needed to hold the body at a chosen $T$. The first factor rises with temperature because more heat must be supplied. The exponential falls because the body conducts better. Their competition produces the folds.

**Locating the folds**

A fold is an extremum of $V(T)$. Since $V>0$, the extrema of $\ln V^2$ are at the same temperatures:

$$\frac{d\ln V^2}{dT}=\frac{1}{T-T_0}-\frac{\theta}{T^2}=0.$$

Multiplying by $T^2(T-T_0)$ gives your quadratic,

$$T^2-\theta T+\theta T_0=0,$$

with roots

$$T_\mp=\frac{\theta}{2}(1\mp s),\qquad s=\sqrt{1-\frac{4T_0}{\theta}}.$$

Two distinct real folds require $\theta>4T_0$, or $E_a>4kT_0$. At 300 K this means $E_a>0.1034$ eV, so 0.2 eV qualifies.

For $T$ just above $T_0$ the term $1/(T-T_0)$ dominates and $V$ rises with temperature. Between the roots the quadratic is negative and $V$ falls. Above $T_+$ it rises again. Hence $T_-$ is a local maximum of $V$ and $T_+$ a local minimum. The curve starts at zero voltage and grows without bound as $T\to\infty$. It follows that there are three steady states for voltages between the fold values, and one for voltages outside them.

**Which states are stable?**

Differentiate the net heating at fixed voltage. Because $d(1/R)/dT=\theta/(T^2R)$,

$$\frac{d}{dT}\left[\frac{V^2}{R}-\Gamma(T-T_0)\right]=\frac{V^2}{R}\frac{\theta}{T^2}-\Gamma.$$

At a steady state $V^2/R=\Gamma(T-T_0)$. A small temperature deviation therefore grows as $e^{\lambda t}$ with

$$\lambda=\frac{\Gamma}{C}\left[\frac{\theta(T-T_0)}{T^2}-1\right].$$

The bracket is positive when $T^2-\theta T+\theta T_0<0$, which is between the folds. The cold and hot branches are stable and the middle branch is unstable.

If the voltage is raised slowly, the cold state follows its branch to $T_-$ and then has no neighbouring steady state: this is runaway. A hot body whose voltage is lowered slowly remains hot until $T_+$, where its own branch ends. Just below the runaway voltage the hot branch still exists, so a body already on it does not return.

**The voltage ratio**

It helps to use $x=T_0/T$ and $b=\theta/T_0$. Then $T-T_0=T_0(1-x)/x$, and the steady-state relation becomes

$$\ln V^2=\ln(\Gamma R_0T_0)-b+G(x),\qquad G(x)=\ln\frac{1-x}{x}+bx.$$

The extrema obey

$$G'(x)=b-\frac{1}{x(1-x)}=0,$$

so $x(1-x)=1/b$. The cold and hot solutions are

$$x_c=\frac{1+s}{2},\qquad x_h=\frac{1-s}{2},\qquad s=\sqrt{1-\frac4b}.$$

These are the same folds as before. For example, $T_0/x_c=2T_0/(1+s)$, and multiplying top and bottom by $1-s$, with $1-s^2=4T_0/\theta$, gives $\theta(1-s)/2=T_-$.

The constants containing $\Gamma$ and $R_0$ cancel between the two folds. With $\rho=V_{\rm run}/V_{\rm rec}$,

$$\ln\rho=\frac12\left[G(x_c)-G(x_h)\right].$$

The two logarithms in $G$ are $\ln[(1-s)/(1+s)]$ at $x_c$ and its negative at $x_h$, while $x_c-x_h=s$. Thus

$$\ln\rho=\ln\frac{1-s}{1+s}+\frac{bs}{2}.$$

Finally $b=4/(1-s^2)$, so

$$\boxed{\frac{V_{\rm run}}{V_{\rm rec}}=\frac{1-s}{1+s}\exp\left(\frac{2s}{1-s^2}\right)}$$

**Your numbers**

For $E_a=0.2$ eV, $\theta=2320.9$ K and $b=7.736$. Then

$$s=\sqrt{1-\frac{4}{7.736}}=0.695,$$

$$T_-=\frac{2320.9}{2}(1-0.695)\ \text{K}\approx354\ \text{K},$$

$$T_+=\frac{2320.9}{2}(1+0.695)\ \text{K}\approx1967\ \text{K}.$$

The ratio is

$$\rho=0.17997\,e^{2.6882}\approx2.65.$$

In this model the voltage must fall to about 38 % of the runaway value before the hot state is lost.

To see volts and amperes, take a bead with $R_0=1$ kΩ and $\Gamma=1$ mW/K. At the cold fold the rise is 54.0 K, so the power is 54.0 mW. The resistance has fallen to 307 Ω, and

$$V_{\rm run}=\sqrt{PR}=\sqrt{0.0540\times307}\ \text{V}\approx4.07\ \text{V}.$$

At the hot fold the power is 1.667 W and the resistance 1.421 Ω:

$$V_{\rm rec}=\sqrt{1.667\times1.421}\ \text{V}\approx1.54\ \text{V}.$$

The hot fold needs about 31 times the power, but its resistance is about 216 times smaller. The squared voltage is therefore lower by $216/31\approx7.0$, whose square root is the ratio above.

Following the heat balance in time gives the same thresholds without using the fold condition. Starting at 300 K, the body heats past 1000 K only above 4.073 V. Starting at 3000 K, it cools past 1000 K only below 1.539 V. Each voltage was held for up to $5000\,C/\Gamma$.

**A symmetry between cold and hot states**

The function $G$ satisfies $G(x)+G(1-x)=b$, because the logarithm changes sign under $x\to1-x$. The folds are such a pair, so $V_{\rm run}V_{\rm rec}$ equals the square of the voltage at $x=1/2$, where $T=2T_0$.

In the example the geometric mean of the fold voltages is 2.504 V. The three steady temperatures there are 307.6, 600.0 and 12162 K. The outer pair obeys $1/T_1+1/T_3=1/T_0$. Since $\theta(T-T_0)/T^2=bx(1-x)$, the pair also has equal decay rates, $0.814\,\Gamma/C$ each. The middle state grows at $0.934\,\Gamma/C$. The 12162 K state is a solution of the equations, not a possible solid.

**How the ratio depends on activation energy**

Differentiate $\ln\rho=\tfrac12[G(x_c)-G(x_h)]$ with respect to $b$. The shifts of $x_c$ and $x_h$ do not contribute, because $G'=0$ at both. The explicit term $bx$ leaves

$$\frac{d\ln\rho}{db}=\frac{x_c-x_h}{2}=\frac{s}{2}>0.$$

The ratio starts at one when $b=4$ and increases from there. For your case, a 5 % increase in $E_a$ at fixed bath temperature changes $b$ by 0.387 and raises $\rho$ by about 15 %.

Near the threshold $s$ is small. Expanding $2s/(1-s^2)=2s+2s^3+\cdots$ and $\ln[(1-s)/(1+s)]=-2s-2s^3/3-\cdots$ gives

$$\ln\rho\simeq\frac{4s^3}{3}.$$

The linear terms cancel, so the hysteresis opens slowly: at 0.11 eV the full ratio is only 1.021.

For large $b$, use $s\simeq1-2/b$. Then $(1-s)/(1+s)\simeq1/b$ and $bs/2\simeq b/2-1$, so

$$\rho\simeq\frac{e^{b/2-1}}{b}.$$

At 0.4 eV this gives about 54, against 58.4 from the full formula, an error of about 7 % relative to the latter.

**Can the hot fold be reached?**

If a stiff source is left at $V_{\rm run}$, the model does not settle near 1967 K. Its hot steady state at that voltage is about 36,000 K, far outside the range where the model can be trusted. With the three corrections estimated below, and the source at the correspondingly corrected runaway voltage, the hot steady state is at roughly 1500–2000 K, depending on how the 0.2 eV is interpreted. That is still far above the working limit of the bead considered there, so the bead would fail first. To approach the hot fold from the cold state by electrical heating, one can limit the current or cut the voltage while the body is still heating. In the model, a body preheated by other means can also be held on the hot branch at a constant voltage just above $V_{\rm rec}$. The voltage minimum is very flat, however, so staying close to the fold takes fine control: in the ideal model the steady temperature is already about 2100 K at 0.1 % above $V_{\rm rec}$, and about 2425 K at 1 % above.

With an ideal current source, the heating is $I^2R$, and $dR/dT=-\theta R/T^2$. At a steady state $I^2R=\Gamma(T-T_0)$, so the deviation rate becomes

$$\lambda_I=-\frac{\Gamma}{C}\left[1+\frac{\theta(T-T_0)}{T^2}\right]<0.$$

Every steady state of the uniform model is then stable. Also, $I^2=\Gamma(T-T_0)/R(T)$ rises steadily with temperature, so each current selects one state. A slow current sweep traces $V$ up to its maximum, down to its minimum and up again. This removes the jump, but not the 1967 K temperature of the hot fold.

**Comparison with a real thermistor bead**

The bead values are in the rough range of a small negative-temperature-coefficient thermistor. Its $\theta$ is on the low side for such parts, and a rough working limit is 600 K. The cold fold is within that limit; the ideal hot fold is far outside it. Constant $\Gamma$ and a constant prefactor also become poor assumptions when extended that far.

I estimated three omissions for a sphere of diameter 1 mm, keeping $E_a$, $R_0$ and $\Gamma$ fixed:

- Radiation with emissivity 0.8 adds a loss proportional to $T^4-T_0^4$. At the ideal hot fold it would be 2.13 W, more than the linear loss of 1.67 W.
- Small-polaron hopping in its adiabatic form, if it describes the bead material, gives a conductivity prefactor proportional to $1/T$. This multiplies $R$ by $T/T_0$.
- Leads of 0.1 Ω multiply the terminal voltage by $1+0.1\,\Omega/R$. Their own heat is assumed not to enter the bead.

| Model | Fold temperatures (K) | Ratio |
|---|---:|---:|
| Ideal | 354, 1967 | 2.65 |
| Radiation | 354, 1175 | 2.17 |
| $1/T$ prefactor | 370, 940 | 1.39 |
| Leads | 354, 1700 | 2.49 |
| All three | 371, 809 | 1.31 |

Each change adds a positive contribution to the slope of $\ln V$ at the ideal folds. The voltage is then still rising at the old maximum, which moves the cold fold up in temperature. It is already rising at the old minimum, which moves the hot fold down.

The prefactor has the largest effect. Its fold condition is

$$\frac{1}{T-T_0}+\frac1T=\frac{\theta}{T^2},$$

or $2T^2-(\theta+T_0)T+\theta T_0=0$. Two folds now require $(\theta+T_0)^2>8\theta T_0$. On the branch with physical roots above $T_0$, this means $b>3+2\sqrt2\approx5.83$ instead of $b>4$. Your $b=7.74$ is much closer to the new threshold, so the hysteresis is narrower.

This comparison takes 0.2 eV as the hopping energy itself. The $1/T$ prefactor then also makes $\ln R$ less steep at 300 K. If 0.2 eV was instead obtained from the measured slope of $\ln R$ at 300 K, the hopping energy must be $E_a+kT_0\approx0.226$ eV to keep that slope. With all three changes the folds are then at about 356 and 909 K, and the ratio is 1.65 instead of 1.31.

With all three changes and 0.2 eV as the hopping energy, $V_{\rm run}$ moves from 4.07 to 4.52 V, about 11 %, but $V_{\rm rec}$ moves from 1.54 to 3.45 V, more than a factor of two. With 0.2 eV taken from the slope, $V_{\rm run}$ moves to 4.14 V, about 2 %, and $V_{\rm rec}$ to about 2.5 V, a factor of about 1.6. The runaway estimate is therefore much less sensitive to these omissions than the recovery estimate. Even the corrected hot fold, at 809 or 909 K in the two readings, exceeds the bead's working limit.

Two other effects are small here. For uniform heating and a thermal conductivity of 3 W/(m K), the centre-to-surface difference is about 3 % of the temperature rise. For a hop length $a=0.3$ nm, the field parameter $eFa/(2kT)$ at runaway is $2\times10^{-5}$, so field-assisted hopping is negligible. The uniform model does not cover a current that contracts into a narrow channel.

For the problem as you posed it, the answer is $T_-\approx354$ K, $T_+\approx1967$ K and $V_{\rm run}/V_{\rm rec}\approx2.65$. For this bead, the three added effects, if they apply as assumed, lower the ratio to about 1.3 when 0.2 eV is the hopping energy, or to about 1.65 when 0.2 eV comes from the measured slope of $\ln R$ at 300 K.

## Calculated quantities

```
Activation energy: 0.200 eV; bath: 300.0 K
theta = Ea/k: 2320.90 K; theta/T0: 7.7363
Minimum activation energy for folds: 0.10341 eV
s: 0.69495 (dimensionless)
R0: 1000.0 ohm; Gamma: 1.000 mW/K
Bead diameter: 1.00 mm
Runaway fold: T = 353.99 K, rise = 53.99 K
Runaway voltage: 4.0732 V; resistance: 307.2869 ohm
Runaway current: 13.255 mA; power: 53.992 mW
Recovery fold: T = 1966.91 K, rise = 1666.91 K
Recovery voltage: 1.5391 V; resistance: 1.4210 ohm
Recovery current: 1083.065 mA; power: 1666.912 mW
Ratio prefactor (1-s)/(1+s): 0.17997
Ratio exponent 2s/(1-s^2): 2.68820
Runaway/recovery voltage ratio: 2.6465
Time-evolution runaway threshold: 4.073 V
Time-evolution recovery threshold: 1.539 V
Time-evolution ratio: 2.647
Test voltage between folds: 2.5038 V
  steady T = 307.6 K; growth rate = -0.8139 Gamma/C
  steady T = 600.0 K; growth rate = 0.9341 Gamma/C
  steady T = 12162.4 K; growth rate = -0.8139 Gamma/C
Ideal hot state held at runaway voltage: 35917 K
Ratio for Ea = 0.11 eV: 1.021
Ratio for Ea = 0.15 eV: 1.432
Ratio for Ea = 0.20 eV: 2.647
Ratio for Ea = 0.30 eV: 11.54
Ratio for Ea = 0.40 eV: 58.36
Rough working limit of bead: 600 K
Assumed emissivity: 0.80; lead resistance: 0.10 ohm
Radiated power at ideal hot fold: 2131.8 mW
With radiation: T = 354.4, 1175.4 K
  V = 4.114, 1.899 V; ratio = 2.167
With 1/T prefactor: T = 370.3, 940.2 K
  V = 4.470, 3.216 V; ratio = 1.390
With lead resistance: T = 354.0, 1700.2 K
  V = 4.075, 1.638 V; ratio = 2.488
With all three: T = 371.3, 808.9 K
  V = 4.520, 3.452 V; ratio = 1.309
Assumed heat conductivity: 3.0 W/(m K)
Inner temperature difference / mean rise: 2.65 %
Runaway field over one diameter: 4.073e-05 MV/cm
Assumed hop length: 0.30 nm
Hop field energy eFa/(2kT): 2.00e-05 (dimensionless)
```
